# Acoustic-Deformation-Potential Mobility from the Golden Rule, with its First Inelastic Correction

A few electrons in the conduction band of a pure crystal are driven by a weak electric field. Near room temperature the lattice is full of long sound waves. Each wave compresses and dilates the crystal, the band edge moves with the local dilation, and the electrons scatter from the resulting potential. Warming the crystal strengthens the waves and also speeds up the electrons. The question is how the mobility depends on temperature and on band mass when this is the sole scattering mechanism.

## Setting and result

Hartree atomic units are used, \(\hbar=e=m_e=1\), and \(T\) stands for \(k_B\) times the temperature. The assumptions are:

1. The band is parabolic and isotropic, \(E=k^2/2m\), with one valley.
2. The electrons are nondegenerate: \(f_0\propto e^{-E/T}\), and final states are practically empty.
3. The phonons are bulk longitudinal waves in equilibrium, \(\omega=sq\), in a medium of mass density \(\rho\) and elastic constant \(c=\rho s^2\).
4. The coupling is \(H'=D\,\nabla\!\cdot\mathbf u\), with \(\mathbf u\) the displacement and \(D\) an unscreened constant.
5. The field is weak, meaning that the drift speed stays small compared with \(s\) and the electrons are not heated, and collisions are rare enough that \(T\tau\gg1\). The energy uncertainty \(1/\tau\) is then small compared with \(T\), as the golden rule and the Boltzmann equation require.

**Theorem 1.** To leading order in \(ms^2/T\), the mobility is

\[
\mu_0=\frac{2\sqrt{2\pi}}{3}\,\frac{c}{D^2\,m^{5/2}\,T^{3/2}} .
\tag{1}
\]

At fixed \(D\) and \(c\), therefore, \(\mu_0\propto T^{-3/2}m^{-5/2}\). In ordinary units the right side is \(2\sqrt{2\pi}\,e\hbar^4c/[3D^2m^{5/2}(k_BT)^{3/2}]\).

**Theorem 2.** The first correction for phonon energy is

\[
\mu=\mu_0\left[1+\frac{23}{18}\frac{ms^2}{T}+\dots\right].
\tag{2}
\]

## The transition rate

**Lemma 1.** Let \(q=|\mathbf k'-\mathbf k|\) and \(N=1/(e^{sq/T}-1)\). In a crystal of volume \(V\),

\[
W(\mathbf k\to\mathbf k')=\frac{\pi D^2q}{\rho Vs}\Big[N\,\delta(E'-E-sq)+(N+1)\,\delta(E'-E+sq)\Big].
\tag{3}
\]

*Proof.* The longitudinal displacement is

\[
\mathbf u=\sum_{\mathbf q}\frac{1}{\sqrt{2\rho V\omega}}\,\frac{\mathbf q}{q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\]

The prefactor gives each mode its proper energy. That energy is twice the mean kinetic energy, or \(\rho V\omega^2(2N+1)/(2\rho V\omega)=\omega(N+\tfrac12)\). Taking the divergence multiplies the two terms by \(\pm iq\). Between plane waves, the first term absorbs a phonon and gives \(\mathbf k'=\mathbf k+\mathbf q\); the second emits one and gives \(\mathbf k'=\mathbf k-\mathbf q\). The thermal averages of the squared oscillator matrix elements are \(N\) and \(N+1\), so

\[
|M|^2=\frac{D^2q^2}{2\rho V\omega}\times\{N,\;N+1\}=\frac{D^2q}{2\rho Vs}\times\{N,\;N+1\}.
\]

The golden rule multiplies this by \(2\pi\) and the energy delta function. ∎

**Lemma 2.** To leading order in \(ms^2/T\), scattering is elastic and isotropic, and the momentum relaxation rate is

\[
\frac1\tau=\frac{D^2T\,mk}{\pi c}=\frac{\sqrt2\,m^{3/2}D^2T\sqrt E}{\pi c}.
\tag{4}
\]

*Proof.* Let \(\alpha\) be the angle between \(\mathbf k\) and \(\mathbf q\). Energy conservation reads \((q^2\pm2kq\cos\alpha)/2m=\pm sq\), with the upper sign for absorption. Hence

\[
q=2(ms-k\cos\alpha)\ \text{(absorption)},\qquad q=2(k\cos\alpha-ms)\ \text{(emission)},
\]

and \(q\le2(k\pm ms)\). At \(E=T\) the wave number is \(k_T=\sqrt{2mT}\), and the phonon energy at \(q=2k_T\), relative to \(T\), is \(2sk_T/T=2\sqrt2\,\sqrt{ms^2/T}\). This is small, so both \(N\) and \(N+1\) may be replaced by \(T/(sq)\), and \(sq\) may be dropped from the delta functions. The factor \(q\) in (3) cancels:

\[
W_0=\frac{\pi D^2q}{\rho Vs}\cdot\frac{T}{sq}\cdot2\,\delta(E'-E)=\frac{2\pi D^2T}{cV}\,\delta(E'-E).
\tag{5}
\]

Spin is conserved, so final states are counted for one spin. Their density per volume is

\[
g(E)=\frac{4\pi k^2}{8\pi^3}\frac{dk}{dE}=\frac{k^2}{2\pi^2}\frac mk=\frac{mk}{2\pi^2}.
\]

With \(\theta\) the angle between \(\mathbf k\) and \(\mathbf k'\), the relaxation rate is \(\sum_{\mathbf k'}W_0(1-\cos\theta)\). The cosine averages to zero because \(W_0\) does not depend on \(\theta\). What remains is \(2\pi D^2Tg(E)/c\), which is (4) once \(k=\sqrt{2mE}\) is inserted. ∎

The cancellation has a simple meaning. A long wave strains the crystal weakly per phonon, but it holds more phonons. In the classical regime the mean squared strain is the same for every mode.

## From the rate to the mobility

**Lemma 3.** Write the response to a force \(F\) along \(z\) as \(f_1=f_0Fv_z\phi(E)/T\). Then \(\phi\) obeys

\[
1=\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\left[\phi(E)-\frac{\mathbf k\cdot\mathbf k'}{k^2}\phi(E')\right],
\tag{6}
\]

and the mobility is

\[
\mu=\frac{\langle\phi\rangle}{m},\qquad
\langle\phi\rangle=\frac{\int_0^\infty E^{3/2}\phi\,e^{-E/T}dE}{\int_0^\infty E^{3/2}e^{-E/T}dE}.
\tag{7}
\]

*Proof.* The steady linearized Boltzmann equation is

\[
F\frac{\partial f_0}{\partial k_z}=\sum_{\mathbf k'}\big[f_1(\mathbf k')W(\mathbf k'\to\mathbf k)-f_1(\mathbf k)W(\mathbf k\to\mathbf k')\big].
\]

Its left side is \(-Fv_zf_0/T\). Since \(N+1=Ne^{sq/T}\), the rates satisfy detailed balance, \(f_0(\mathbf k')W(\mathbf k'\to\mathbf k)=f_0(\mathbf k)W(\mathbf k\to\mathbf k')\). Insert \(f_1\), use this relation in the first term, and divide by \(-Ff_0/T\):

\[
v_z=\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\,[v_z\phi(E)-v_z'\phi(E')].
\tag{8}
\]

Averaging \(\mathbf k'\) around the direction of \(\mathbf k\) replaces \(v'_z\) by \(v_z\,\mathbf k\cdot\mathbf k'/k^2\), which gives (6).

The drift velocity per unit force is the equilibrium average of \(v_z^2\phi/T\). By isotropy \(v_z^2\to v^2/3=2E/(3m)\), and the equilibrium energy weight is \(\sqrt E\,e^{-E/T}\). Thus

\[
\mu=\frac{2}{3mT}\,\frac{\int E^{3/2}\phi\,e^{-E/T}dE}{\int E^{1/2}e^{-E/T}dE}.
\]

Integration by parts gives \(\int E^{1/2}e^{-E/T}dE=\frac{2}{3T}\int E^{3/2}e^{-E/T}dE\), and (7) follows. For a charge of unit magnitude, force and field have equal size, so this is the mobility. ∎

*Proof of Theorem 1.* For elastic scattering \(E'=E\) and \(\mathbf k\cdot\mathbf k'/k^2=\cos\theta\), so (6) gives \(\phi=\tau\). Write (4) as

\[
\tau=\tau_T\left(\frac ET\right)^{-1/2},\qquad \tau_T=\frac{\pi c}{\sqrt2\,m^{3/2}D^2T^{3/2}} .
\]

With \(E=Tu\), the average is

\[
\langle\tau\rangle=\tau_T\frac{\int_0^\infty u\,e^{-u}du}{\int_0^\infty u^{3/2}e^{-u}du}=\tau_T\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4}{3\sqrt\pi}\,\tau_T .
\]

Dividing by \(m\) leaves the numerical factor \(\frac{4}{3\sqrt\pi}\cdot\frac{\pi}{\sqrt2}=\frac{2\sqrt{2\pi}}3\), which is (1). ∎

**Remark (where the powers come from).** The phonon number contributes \(T^{-1}\) to the mobility. The density of states grows as \(\sqrt E\), and typical energies grow as \(T\), which contributes \(T^{-1/2}\). The density of states also contributes \(m^{-3/2}\), and inertia contributes \(m^{-1}\). If \(D\) or \(c\) changes with temperature, or if \(D\) changes along with \(m\) from one material to another, the observed powers can differ from these. They also differ when other mechanisms compete. In real semiconductors near room temperature, optical or intervalley phonons, anisotropic valleys and nonparabolic bands usually matter, so (1) gives the acoustic-limited part of the mobility and not the measured one.

## The first inelastic correction

*Proof of Theorem 2.* Normalize \(\sum_{\mathbf k}f_0=1\). Multiply the right side of (8) by \(f_0v_z\psi(E)\), sum over \(\mathbf k\), and average the result with the same sum after exchanging \(\mathbf k\) and \(\mathbf k'\). Detailed balance gives

\[
(\psi,L\phi)=\frac12\sum_{\mathbf k\mathbf k'}f_0W\,(v_z\psi-v_z'\psi')(v_z\phi-v_z'\phi'),
\]

which is symmetric in \(\psi\) and \(\phi\). Equation (8) now reads \(L\phi=b\), with \((\psi,b)=\sum f_0v_z^2\psi\), and the mobility is \(\mu=(\phi,b)/T\).

Let \(L=L_0+\delta L\) and \(\phi=\phi_0+\delta\phi\), where \(L_0\phi_0=b\) is the elastic problem. To first order \(L_0\delta\phi=-\delta L\,\phi_0\), so

\[
T\delta\mu=(\delta\phi,L_0\phi_0)=(\phi_0,L_0\delta\phi)=-(\phi_0,\delta L\,\phi_0).
\]

Since \(T\mu_0=(\phi_0,L_0\phi_0)\), the relative change of \(\mu\) is minus that of \(Q=(\phi_0,L\phi_0)\).

By (4), \(\phi_0\propto1/k\), so \(\mathbf v\phi_0\) is proportional to the unit vector \(\hat{\mathbf k}\). With \(x=\cos\theta\), \(|\hat{\mathbf k}-\hat{\mathbf k}'|^2=2(1-x)\), and hence \(Q\propto\sum f_0W(1-x)\).

Now set \(\bar E=(E+E')/2\) and \(\Delta=E'-E\). For absorption \(E=\bar E-sq/2\), and for emission \(E=\bar E+sq/2\). In both cases the product of the Boltzmann and Bose factors is

\[
\frac{e^{-\bar E/T}}{2\sinh(sq/2T)} .
\]

With the factor \(q\) from (3), the expansion needed is

\[
\frac{q}{2\sinh(sq/2T)}=\frac Ts\left[1-\frac{s^2q^2}{24T^2}+\dots\right].
\]

The measure \(d^3k\,d^3k'\) is proportional to \(P\,d\bar E\,d\Delta\,dx\), with \(P=\sqrt{EE'}=\sqrt{\bar E^2-\Delta^2/4}\), and \(q^2=k^2+k'^2-2kk'x=4m(\bar E-Px)\). The delta functions expand as

\[
\delta(\Delta-sq)+\delta(\Delta+sq)=2\delta(\Delta)+s^2q^2\,\delta''(\Delta)+\dots
\]

Odd powers of \(s\) cancel between absorption and emission. Integrating by parts moves the two derivatives onto everything that depends on \(\Delta\), including \(q^2\). Apart from a common factor, \(Q\) is then

\[
J=\int_{-1}^1\!dx\,(1-x)\int_0^\infty\! d\bar E\,e^{-\bar E/T}\left\{P\Big(1-\frac{s^2q^2}{24T^2}\Big)+\frac{s^2}{2}\frac{\partial^2(Pq^2)}{\partial\Delta^2}\right\}_{\Delta=0}.
\]

The three parts are as follows.

- Leading part: \(P=\bar E\), so \(J_0=2\cdot T^2\).
- Bose part: \(q^2=4m\bar E(1-x)\) at \(\Delta=0\), so
\[
J_B=-\frac{4ms^2}{24T^2}\,(2T^3)\int_{-1}^1(1-x)^2dx=-\frac{ms^2T}{3}\cdot\frac83=-\frac89\,ms^2T .
\]
- Energy-exchange part: \(Pq^2=4m(\bar EP-xP^2)\). At \(\Delta=0\), \(P''=-1/(4\bar E)\) and \((P^2)''=-1/2\), so the second derivative is \(4m(-\frac14+\frac x2)=m(2x-1)\). Then
\[
J_E=\frac{ms^2T}{2}\int_{-1}^1(1-x)(2x-1)\,dx=\frac{ms^2T}2\left(-\frac{10}3\right)=-\frac53\,ms^2T .
\]

The relative change of \(Q\) is \(-\left(\frac89+\frac53\right)\frac{ms^2T}{2T^2}=-\frac{23}{18}\frac{ms^2}{T}\), and the mobility rises by the same fraction.

The expansion fails for \(\bar E\) of order \(ms^2\). That region carries a share of order \((ms^2/T)^2\) of \(J_0\), so it does not affect the first-order coefficient. ∎

**Remark (local exponents).** Since \(ms^2/T\) is proportional to \(m\) and to \(1/T\), differentiating the logarithm of (2) gives, to first order,

\[
\frac{\partial\ln\mu}{\partial\ln T}=-\frac32-\frac{23}{18}\frac{ms^2}{T},\qquad
\frac{\partial\ln\mu}{\partial\ln m}=-\frac52+\frac{23}{18}\frac{ms^2}{T}.
\tag{9}
\]

**Remark (the band bottom).** Equation (4) gives no scattering at \(k=0\), but (3) does. There emission is impossible, and absorption requires \(q^2/2m=sq\), or \(q=2ms\). The derivative of \(q^2/2m-sq\) at this point is \(s\), so the total rate out of the state is

\[
\frac{1}{2\pi^2}\cdot\frac{\pi D^2}{\rho s}\cdot\frac{(2ms)^3N}{s}=\frac{4D^2m^3s^3}{\pi c}\,N,\qquad N=\frac1{e^{2ms^2/T}-1}.
\]

For \(T\gg ms^2\), \(N\approx T/(2ms^2)\), and the rate equals (4) evaluated at \(k=2ms\). It is finite, but it concerns few electrons. For \(T\ll ms^2\) it falls as \(e^{-2ms^2/T}\), because the required phonons are frozen out. Equipartition, and with it the basis of (1), is then lost.

## A worked example

Take the round model parameters \(m=0.3\), \(D=0.3\) hartree, \(\rho=400\,m_e/\text{bohr}^3\), \(s=0.0035\) and \(T=0.001\) hartree (316 K). They represent no particular material. Then \(c=400\times0.0035^2=0.0049\) hartree/bohr³ and \(k_T=\sqrt{2\times0.3\times0.001}=0.02449\) bohr⁻¹. Equation (4) gives

\[
\frac1{\tau_T}=\frac{0.3^2\times0.001\times0.3\times0.02449}{\pi\times0.0049}=4.30\times10^{-5},
\]

so \(\tau_T=2.33\times10^4\). Multiplying by \(4/(3\sqrt\pi)=0.752\) gives \(\langle\tau\rangle=1.75\times10^4\), and dividing by \(0.3\) gives

\[
\mu_0=5.84\times10^4\ \text{a.u.}\approx2480\ \text{cm}^2/(\text{V s}).
\]

The assumptions can now be checked. \(T\tau_T=23\), so collisions at thermal energy are rare in the sense of assumption 5, and the mean free path at \(E=T\) is 1900 bohr. For chemical potential \(\zeta\), the electron density is \(2(mT/2\pi)^{3/2}e^{\zeta/T}\), and nondegeneracy means \(e^{\zeta/T}\ll1\). The density must therefore lie well below \(6.6\times10^{-7}\) bohr⁻³, or \(4.5\times10^{18}\) cm⁻³. Screening by the electrons themselves, neglected in assumption 4, can require a still lower density: Debye screening of \(D\) with a dielectric constant of 12 raises the mobility by about 0.25 % at \(10^{16}\) cm⁻³ and 2.5 % at \(10^{17}\) cm⁻³. The field is limited too. Nearly elastic collisions remove energy slowly, and a heated-Maxwellian estimate gives a relative rise of the electron temperature of \((3\pi/32)(\mu F/s)^2\). This reaches 10 % near 180 V/cm, and the drift speed equals \(s\) near 300 V/cm. The phonon energy at \(q=2k_T\) is \(0.17\,T\), while \(ms^2/T=0.0037\). The second number is the square of the first divided by 8. It sets the size of the error of the elastic approximation, because the first-order effects of absorption and emission cancel. It is not the accuracy of (1) as a whole. The other small parameter, \(1/(T\tau_T)=0.043\), is larger, and its effect is not estimated here. A nonparabolic band \(E(1+\alpha E)=k^2/2m\) with \(\alpha=0.1\) to \(0.5\) eV⁻¹ would lower the mobility by about 3 to 12 %.

Several steps were tested numerically from their definitions. Summing the elastic transition rate (5) explicitly over plane-wave states in a box reproduces (4) within 0.1 %, which tests the density of states and the angular average. Equation (6) was also solved with full Bose factors and exact energy conservation, by expanding \(\phi\) in powers of \(\sqrt E\). The resulting mobility exceeds \(\mu_0\) by 0.47 %, as (2) predicts. With sound six times slower at the same \(c\), the correction coefficient comes out as 1.278, in agreement with \(23/18\).

The same solution gives the local exponents \(-1.5047\) for temperature and \(-2.4953\) for mass, in agreement with (9). Doubling \(T\) multiplies the inelastic mobility by 0.3527, against \(2^{-3/2}=0.3536\). Doubling \(m\) multiplies it by 0.1776, against \(2^{-5/2}=0.1768\). The small departures have the signs given by (9).

At one hundredth of the temperature, about 3 K, \(ms^2/T=0.37\), and the inelastic mobility is 1.68 times \(\mu_0\). The first-order formula (2) would give \(1+1.278\times0.3675=1.47\), so higher orders matter there as well. This cold case tests the model rather than a real crystal, in which impurities may then limit the mobility. The remaining values are in the numerical output.

## Calculated quantities

```
band mass m = 0.3 m_e
deformation potential D = 0.3 hartree
mass density rho = 400 m_e/bohr^3
sound speed s = 0.0035 a.u.
elastic constant c = 0.0049 hartree/bohr^3
thermal energy T = 0.001 hartree = 315.8 K
wave number at E=T: 0.02449 1/bohr
phonon energy at q=2k, over T: 0.1715
m s^2/T = 0.003675
oscillator test, T/omega = 2.0, Bose number 1.5415
  emission weight 1.2705, absorption 0.7709
rate at E=T, formula: 4.29629e-05 a.u.
rate at E=T, box sum: 4.29283e-05 a.u.
relaxation time at E=T: 23276 a.u.
mean relaxation time: 17509 a.u.
T times tau at E=T: 23.28
mean free path at E=T: 1900 bohr
density scale 2(mT/2pi)^(3/2): 6.598e-07 1/bohr^3
  the same: 4.453e+18 1/cm^3
mobility, formula: 58365 a.u. = 2483 cm^2/(V s)
mobility, momentum integral: 58365 a.u.
mobility, inelastic: 58640 a.u.
inelastic/formula - 1: 0.00472
predicted (23/18) m s^2/T: 0.00470
relative asymmetry of collision matrix: 1.7e-13
relative change, 6 to 8 basis functions: 2.2e-06
slow-sound test, m s^2/T = 1.021e-04
  correction coefficient 1.2779, 23/18 = 1.2778
inelastic exponent of T: -1.5047
inelastic exponent of m: -2.4953
T doubled: formula 20635 a.u.
  inelastic 20684 a.u., ratio 0.3527
  power-law ratio 2^(-3/2) = 0.3536
m doubled: formula 10317 a.u.
  inelastic 10415 a.u., ratio 0.1776
  power-law ratio 2^(-5/2) = 0.1768
cold case: T = 1e-05 hartree = 3.16 K
  m s^2/T = 0.3675
  inelastic/formula mobility: 1.68
```
